# Which trap energy maximizes recombination when the capture coefficients differ?

**Question**

I am modelling recombination through a deep level in a semiconductor. The trap captures electrons a hundred times faster than holes: \(c_n=10^{-7}\) cm³/s and \(c_p=10^{-9}\) cm³/s. I hold the carrier densities \(n\) and \(p\) fixed and ask which trap energy gives the largest recombination rate.

For equal coefficients I would say midgap, by symmetry. With unequal ones I am stuck on three points. Does the best level move towards the conduction band, because electrons are captured easily, or away from it? Should its position depend on \(n\) and \(p\)? And when I plot the rate against trap energy at high injection, I see a broad plateau and no visible peak. Is there a definite optimum at all?

**Answer**

There is a definite optimum, and your plateau is compatible with it. To see both, one needs the emission rates, because they are the part of the problem that depends on the trap energy.

**Assumptions and conventions**

Take one kind of trap, of density \(N_t\), with a single level that is either empty or filled by one electron. It exchanges carriers with both bands and is in steady state. The carriers are nondegenerate and thermalized within their bands at the lattice temperature \(T\). For now \(c_n\) and \(c_p\) do not depend on the trap energy; I return to this below, since for multiphonon capture it is a serious restriction.

I measure the trap energy \(E\) from midgap, so the band edges lie at \(\pm E_g/2\). In equilibrium with Fermi level \(\mu\),

\[
n_{\rm eq}=N_c\,e^{(\mu-E_g/2)/kT},\qquad p_{\rm eq}=N_v\,e^{(-E_g/2-\mu)/kT}.
\]

Their product is \(n_i^2=N_cN_v\,e^{-E_g/kT}\). The intrinsic level \(E_i\) is the value of \(\mu\) at which the two densities are equal. This requires \(N_c e^{E_i/kT}=N_v e^{-E_i/kT}\), so

\[
E_i=\frac{kT}{2}\ln\frac{N_v}{N_c}.
\]

The intrinsic level therefore coincides with midgap only if \(N_c=N_v\). With it, the densities read \(n_{\rm eq}=n_i e^{(\mu-E_i)/kT}\) and \(p_{\rm eq}=n_i e^{-(\mu-E_i)/kT}\).

**Emission rates from detailed balance**

Let \(f\) be the fraction of traps that are filled, and \(g\) the statistical weight of the filled state divided by that of the empty one. In equilibrium

\[
\frac{f}{1-f}=g\,e^{(\mu-E)/kT}.
\]

Electron capture needs an empty trap and electron emission a filled one. In equilibrium the two balance, \(c_n n_{\rm eq}(1-f)=e_n f\), which gives

\[
e_n=c_n\,n_i e^{(\mu-E_i)/kT}\,\frac{e^{(E-\mu)/kT}}{g}=c_n n_1,\qquad n_1=\frac{n_i}{g}\,e^{(E-E_i)/kT}.
\]

Hole capture needs a filled trap and hole emission an empty one. From \(c_p p_{\rm eq} f=e_p(1-f)\),

\[
e_p=c_p\,n_i e^{-(\mu-E_i)/kT}\,g\,e^{(\mu-E)/kT}=c_p p_1,\qquad p_1=g\,n_i\,e^{-(E-E_i)/kT}.
\]

The Fermi level has dropped out of both. Under the assumptions above, the emission rates are fixed by the trap, its host material and the lattice temperature, so they may be used away from equilibrium too. Note also that \(n_1p_1=n_i^2\), whatever the trap energy.

**The steady-state rate**

In steady state the net capture of electrons equals the net capture of holes:

\[
c_n n(1-f)-c_n n_1 f=c_p p f-c_p p_1(1-f).
\]

Collecting the terms with \(f\) gives

\[
f=\frac{c_n n+c_p p_1}{D},\qquad 1-f=\frac{c_p p+c_n n_1}{D},\qquad D=c_n(n+n_1)+c_p(p+p_1).
\]

Insert these into the net electron capture rate per volume:

\[
U=N_t c_n\,[\,n(1-f)-n_1 f\,]
=\frac{N_t c_n}{D}\left[c_p np+c_n n n_1-c_n n n_1-c_p n_1p_1\right].
\]

The two middle terms cancel, and \(n_1p_1=n_i^2\), so

\[
U=\frac{N_t c_n c_p\,(np-n_i^2)}{c_n(n+n_1)+c_p(p+p_1)}.
\]

**Finding the optimum**

With \(n\), \(p\), \(c_n\) and \(c_p\) fixed, the numerator does not contain \(E\). The trap energy enters through the sum \(c_nn_1+c_pp_1\) in the denominator, which is the sum of the two emission rates. The largest \(|U|\) belongs to the smallest sum.

The product of the two terms is fixed: \(e_ne_p=c_nc_pn_i^2\). Write

\[
e_n+e_p=\left(\sqrt{e_n}-\sqrt{e_p}\right)^2+2\sqrt{e_ne_p}.
\]

The last term is constant and the square cannot be negative, so the sum is smallest when \(e_n=e_p\). The best trap is the one that, when filled, emits its electron at the same rate at which it emits a hole when empty. Setting \(c_nn_1=c_pp_1\),

\[
\frac{c_n}{g}\,e^{(E-E_i)/kT}=c_p\,g\,e^{-(E-E_i)/kT}
\quad\Rightarrow\quad
e^{2(E-E_i)/kT}=g^2\,\frac{c_p}{c_n}.
\]

Taking the logarithm and inserting \(E_i\) gives the optimum, measured from midgap:

\[
E^*=kT\ln g+\frac{kT}{2}\ln\frac{c_p}{c_n}+\frac{kT}{2}\ln\frac{N_v}{N_c}.
\]

The capture coefficients thus contribute a shift \((kT/2)\ln(c_p/c_n)\) counted from the intrinsic level. It is the whole shift from midgap when the other two terms cancel, \(g^2N_v=N_c\), and in particular when \(N_c=N_v\) and \(g=1\). If in addition \(c_n=c_p\), the optimum is at midgap, as you expected from symmetry.

This answers your first two points. If \(c_n>c_p\), the coefficient term is negative and moves the optimum towards the valence band. Detailed balance is the reason: a trap that captures electrons quickly also returns them quickly, since \(e_n=c_nn_1\). Placing the level further from the conduction band suppresses this return until it is no faster than the emission of holes. The densities \(n\) and \(p\) do not appear in \(E^*\), because they add a constant to the denominator and leave the place of its minimum unchanged.

Two conditions need attention.

- The sign of \(np-n_i^2\) decides what is being maximized. If \(np>n_i^2\), it is recombination; if \(np<n_i^2\), as in the depletion region of a reverse-biased junction, \(U\) is negative and the same level maximizes thermal generation. If \(np=n_i^2\), the rate is zero for every trap energy and there is no optimum.
- \(E^*\) must lie within the gap. For \(g=1\) this means \(|\ln(c_pN_v/c_nN_c)|<E_g/kT\). Otherwise the rate varies monotonically across the gap, and within this model the largest value is at the nearer band edge.

**Why you see a plateau**

At \(E=E^*\) both emission rates equal \(n_i\sqrt{c_nc_p}\). Away from it, one grows and the other falls by the factor \(e^{|E-E^*|/kT}\). Their sum is therefore a hyperbolic cosine, and

\[
U=\frac{N_tc_nc_p(np-n_i^2)}{A+B\cosh[(E-E^*)/kT]},\qquad A=c_nn+c_pp,\quad B=2n_i\sqrt{c_nc_p}.
\]

Here \(A\) is the rate at which an empty trap captures an electron plus the rate at which a filled trap captures a hole, and \(B\) is the smallest possible sum of its emission rates. At the peak the denominator is \(A+B\). The rate has fallen to half when the denominator has doubled:

\[
A+B\cosh\frac{\Delta}{kT}=2(A+B)
\quad\Rightarrow\quad
\Delta=kT\,\operatorname{arcosh}\!\left(2+\frac{A}{B}\right).
\]

This half-width \(\Delta\) applies on each side on which the half-maximum point still lies in the gap. For \(A\gg B\), the relation \(\operatorname{arcosh}y\approx\ln 2y\) gives \(\Delta\approx kT\ln(2A/B)\), so the plateau widens with the logarithm of the carrier density. When \(A/B\) is very large, the emission rates well inside the half-maximum points are negligible beside \(A\), and the exact trap energy hardly matters. The maximum is still at \(E^*\), but it is too shallow to see on a plot.

**Numbers for your coefficients**

You did not give the other parameters, so I take round ones: \(E_g=1.2\) eV, \(T=300\) K, \(N_c=2\times10^{19}\) cm⁻³, \(N_v=1\times10^{19}\) cm⁻³, \(N_t=10^{14}\) cm⁻³ and \(g=1\). Then \(kT=25.85\) meV and \(n_i=1.18\times10^{9}\) cm⁻³. The two shifts are

\[
\frac{kT}{2}\ln\frac{c_p}{c_n}=12.93\ \text{meV}\times\ln 0.01=-59.5\ \text{meV},
\]

\[
E_i=12.93\ \text{meV}\times\ln 0.5=-9.0\ \text{meV}.
\]

Together they give \(E^*=-68.5\) meV, that is, 68.5 meV below midgap. A direct search for the maximum, with the trap balance solved numerically at each energy, gives the same value. With \(g=2\) the level would move up by \(kT\ln2=17.9\) meV, to \(-50.6\) meV.

At the optimum both emission rates are 11.8 s⁻¹. For a trap at midgap they are 167 s⁻¹ for electrons and 0.83 s⁻¹ for holes. The product is the same, but the sum has risen from 23.5 to 167 s⁻¹, a factor of 7.1.

What this costs depends on the carrier densities. I compare three states with \(n=p\). The densities are imposed and charge neutrality is not. At \(n=p=10^{10}\) cm⁻³ the filled traps outnumber the carriers about \(10^4\) times and the empty ones about 200 times, so that state needs compensating fixed charge or a space-charge region. Since \(U\propto N_t\) at fixed \(n\) and \(p\), the widths and losses below do not depend on \(N_t\).

- **Depleted, \(n=p=0\).** Here \(A=0\), and the half-width is \(kT\operatorname{arcosh}2=34\) meV. The rate at the optimum is \(-5.9\times10^{14}\) cm⁻³ s⁻¹, the minus sign meaning generation. A midgap trap has a rate smaller by the full factor 7.1, a loss of 86 % relative to the peak.
- **Weakly injected, \(n=p=10^{10}\) cm⁻³.** Now \(A=1.01\times10^{-7}\times10^{10}=1010\) s⁻¹ and \(A/B=42.9\). The half-width is 116 meV, the peak rate \(9.5\times10^{14}\) cm⁻³ s⁻¹, and the loss at midgap 12 %.
- **Strongly injected, \(n=p=10^{15}\) cm⁻³.** With \(A/B=4.3\times10^{6}\), the half-width is 413 meV. The peak rate is \(9.9\times10^{19}\) cm⁻³ s⁻¹, and a midgap trap loses a fraction of \(1.4\times10^{-6}\).

The third case resembles your plot. The half-maximum points lie about 480 meV below and 340 meV above midgap, so the plateau fills most of the 1.2 eV gap. Within this model, the shift of the optimum matters where carriers are scarce, as in the depletion region of a reverse-biased junction. The field there must be weak, though. A strong field can enhance emission. The rates obtained from detailed balance above then no longer hold, and the optimum can shift, for instance when the two emission rates grow by different factors. For scale, the one-dimensional Poole–Frenkel barrier lowering at \(10^5\) V/cm with a relative permittivity of 11.7 is 70 meV. If it enhances only one of the two emission rates, the depleted optimum moves by half of that, 35 meV, which is as large as the half-width.

**When the capture coefficients depend on the trap energy**

Changing \(E\) means comparing different defects, and a multiphonon capture coefficient generally depends on how much energy the lattice must take up. The result above then no longer holds as it stands. A simple model shows what changes. Let electron capture become faster as the level approaches the conduction band, and hole capture faster as it approaches the valence band:

\[
c_n=c_{n0}\,e^{E/s},\qquad c_p=c_{p0}\,e^{-E/s}.
\]

The energy \(s\) sets how steep the dependence is. This form is an illustration and not a theory of multiphonon capture. Since \(c_nc_p\) in the numerator of \(U\) need not be constant in general, divide it out:

\[
U=\frac{N_t(np-n_i^2)}{R},\qquad R=\frac{n+n_1}{c_p}+\frac{p+p_1}{c_n}.
\]

Now \(R\) must be minimized. The densities \(n\) and \(p\) are multiplied by functions of \(E\), so they no longer merely add a constant. Take \(g=1\) and look at two limits.

In a depleted region, \(n=p=0\), the two remaining terms are

\[
\frac{n_1}{c_p}=\frac{n_i}{c_{p0}}\,e^{(E-E_i)/kT+E/s},\qquad
\frac{p_1}{c_n}=\frac{n_i}{c_{n0}}\,e^{-(E-E_i)/kT-E/s}.
\]

Their product is again independent of \(E\), so the sum is smallest when they are equal:

\[
2E\left(\frac1{kT}+\frac1s\right)=\ln\frac{c_{p0}}{c_{n0}}+\frac{2E_i}{kT}=\ln\frac{c_{p0}N_v}{c_{n0}N_c}
\quad\Rightarrow\quad
E^*=\frac12\,\frac{kT\,s}{kT+s}\,\ln\frac{c_{p0}N_v}{c_{n0}N_c}.
\]

Now let \(n\) and \(p\) become large, with \(s\) and the ratio \(p/n\) held fixed. Emission can then be neglected, provided the resulting optimum lies inside the gap and far enough from both band edges. Then \(R\approx(n/c_{p0})e^{E/s}+(p/c_{n0})e^{-E/s}\). The product of these terms is constant as well, and equating them gives

\[
E^*\to\frac{s}{2}\ln\frac{p\,c_{p0}}{n\,c_{n0}}.
\]

The logarithm survives, but its prefactor is now set by \(s\) instead of \(kT\), and the ratio \(p/n\) enters. As \(s\to\infty\), the depleted result returns to the earlier formula. The dense limit has no such counterpart, because for constant coefficients the plateau is flat once emission is neglected.

With \(s=100\) meV, and your coefficients taken as the midgap values \(c_{n0}\) and \(c_{p0}\), the depleted optimum is at \(-54\) meV. At \(n=p=10^{15}\) cm⁻³ the full minimization puts it at \(-229\) meV, close to the dense limit of \(-230\) meV. So the optimum moves by about 174 meV between two states of the same material. The dense formula is not always this close: with \(s=200\) meV it gives \(-461\) meV, while the full minimization at the same densities gives \(-331\) meV, because emission is not negligible there. Constant capture coefficients guarantee that the optimum is independent of \(n\) and \(p\). When they vary with the trap energy, this independence is in general lost.

The main values are in the numerical output below.

## Numbers as computed

```
Gap: 1.2 eV
Temperature: 300 K
N_c: 2e+19 cm^-3
N_v: 1e+19 cm^-3
Trap density N_t: 1e+14 cm^-3
Electron capture coefficient c_n: 1e-07 cm^3/s
Hole capture coefficient c_p: 1e-09 cm^3/s
kT: 25.852 meV
Intrinsic density n_i: 1.1775e+09 cm^-3
Intrinsic level from midgap: -8.9596 meV
Optimum from intrinsic level, g=1: -59.526 meV
Optimum from midgap, g=1, formula: -68.486 meV
Optimum from midgap, g=1, direct search: -68.486 meV
Electron emission rate at optimum: 11.775 1/s
Hole emission rate at optimum: 11.775 1/s
Electron emission rate at midgap: 166.52 1/s
Hole emission rate at midgap: 0.83261 1/s
B = 2 n_i sqrt(c_n c_p): 23.55 1/s
[depleted] n = p: 0 cm^-3
[depleted] A/B: 0 (no unit)
[depleted] net recombination rate at optimum: -5.8875e+14 cm^-3 s^-1
[depleted] half-width at half maximum: 34.046 meV
[depleted] fraction of |rate| lost at midgap: 0.85928 (no unit)
[weak] n = p: 1e+10 cm^-3
[weak] A/B: 42.888 (no unit)
[weak] net recombination rate at optimum: 9.5412e+14 cm^-3 s^-1
[weak] half-width at half maximum: 116.26 meV
[weak] fraction of |rate| lost at midgap: 0.12214 (no unit)
[strong] n = p: 1e+15 cm^-3
[strong] A/B: 4.2888e+06 (no unit)
[strong] net recombination rate at optimum: 9.901e+19 cm^-3 s^-1
[strong] half-width at half maximum: 412.72 meV
[strong] fraction of |rate| lost at midgap: 1.4238e-06 (no unit)
Added shift for g=2: 17.919 meV
Optimum from midgap, g=2: -50.567 meV
Energy scale s of varying coefficients: 100 meV
Varying coefficients, optimum, depleted: -54.418 meV
Varying coefficients, optimum, n=p=1e15 cm^-3: -228.86 meV
Varying coefficients, dense limit for n=p: -230.26 meV
```
